# Choosing the majorant in Woodcock delta tracking of photons

## Definitions and conventions

The setting discussed here is the majorant cross section of a Monte Carlo photon transport program. It governs how the program finds the next interaction point in a medium whose composition or density varies in space.

Follow one photon along a straight ray and let $s$ be the distance from the start of the flight. The total macroscopic cross section $\Sigma(s)$ is the interaction probability per unit length at the photon's current energy. For several species it is $\sum_i n_i(s)\sigma_i$, with number densities $n_i$ and total cross sections $\sigma_i$. The ray leaves the body at $s=L$. Define

$$
\tau(s)=\int_0^s\Sigma(s')\,ds',\qquad T(s)=e^{-\tau(s)} .
$$

$T$ is the probability of reaching $s$ without interacting. Indeed, surviving a further length $ds$ has probability $1-\Sigma\,ds$, so $T'=-\Sigma T$ with $T(0)=1$. The first interaction therefore has density

$$
f(s)=-T'(s)=\Sigma(s)e^{-\tau(s)},\qquad 0<s<L, \tag{1}
$$

and the photon escapes with probability $e^{-\tau(L)}$.

A majorant is a finite constant $M$ with $0\le\Sigma(s)\le M$ along the whole ray. It is called tight if it equals the largest value of $\Sigma$. Delta tracking works as follows.

1. Draw a step from the density $Me^{-Mx}$ and advance the photon by it.
2. If the new point lies beyond $L$, the photon has escaped.
3. Otherwise the point is tentative. Accept it as a real interaction with probability $\Sigma/M$, evaluated at that point.
4. If it is rejected, keep energy and direction unchanged and return to step 1.

No layer boundary is located and $\tau$ is never computed. All random draws are independent, and statements of exactness refer to ideal random numbers and real arithmetic.

## Why the sampled points are exact

Let $r(s)=M-\Sigma(s)$, which is non-negative because $M$ is a majorant, and let

$$
R(s)=\int_0^s r(s')\,ds'=Ms-\tau(s).
$$

Consider a flight with rejections at $s_1<\dots<s_n$ and acceptance at $s>s_n$. With $s_0=0$, the $i$-th rejection contributes the step density times the rejection probability:

$$
Me^{-M(s_i-s_{i-1})}\left[1-\frac{\Sigma(s_i)}{M}\right]
=e^{-M(s_i-s_{i-1})}\,r(s_i).
$$

The last step contributes $Me^{-M(s-s_n)}\Sigma(s)/M=e^{-M(s-s_n)}\Sigma(s)$. In the product, the step lengths in the exponents add up to $s$, so the joint density is

$$
\Sigma(s)\,e^{-Ms}\prod_{i=1}^n r(s_i). \tag{2}
$$

The rejected points must now be integrated over all ordered positions. Call that integral $I_n(s)$, with $I_0=1$. Separating the last rejected point gives

$$
I_n(s)=\int_0^s r(u)\,I_{n-1}(u)\,du .
$$

If $I_{n-1}=R^{n-1}/(n-1)!$, the integrand is the derivative of $R^n/n!$, because $R'=r$. Since $R(0)=0$, it follows by induction that $I_n=R^n/n!$. The density for acceptance at $s$ after $n$ rejections is therefore

$$
p_n(s)=\Sigma(s)e^{-Ms}\frac{R(s)^n}{n!}. \tag{3}
$$

Summing over all numbers of rejections gives

$$
\sum_{n=0}^{\infty}p_n(s)=\Sigma(s)e^{-Ms+R(s)}=\Sigma(s)e^{-\tau(s)},
$$

which is the physical density (1). The majorant has cancelled. Dividing (3) by (1) gives $e^{-R}R^n/n!$: for a given interaction point, the number of rejections is Poisson distributed with mean $R(s)$.

Escape follows in the same way. After $n$ rejections the final step must exceed $L-s_n$, which has probability $e^{-M(L-s_n)}$. Integration over the rejected points gives $e^{-ML}R(L)^n/n!$, and the sum over $n$ is $e^{-ML+R(L)}=e^{-\tau(L)}$, as required.

The result extends to complete histories. At an accepted point the program selects the interaction and the outgoing energy and direction from their physical laws. The next flight depends on that new state alone and again has the correct law. By induction, the first $m$ interactions have the correct joint distribution for every $m$.

## What the setting costs

The $(k+1)$-th tentative point can lie at $s$ only after $k$ rejections. Its density is (3) without the final acceptance factor $\Sigma/M$, namely $Me^{-Ms}R^k/k!$. Summing over $k$ shows that tentative points of any order have density $Me^{-\tau(s)}$. Their mean number inside the body is

$$
N=M\int_0^L e^{-\tau(s)}\,ds=M\ell . \tag{4}
$$

Here $\ell=\int_0^L T\,ds$ is the mean flight path inside the body: a photon contributes the element $ds$ to its path if it survives to $s$, which has probability $T(s)$. An escaping photon needs one further draw, the one that lands outside. For finite $L$ the mean number of exponential draws is therefore

$$
D=N+e^{-\tau(L)}. \tag{5}
$$

If computing time is proportional to the number of draws, $D$ is the cost of a flight. Replacing $M$ by $cM$, with $c>1$, multiplies $N$ by $c$ and leaves the physical law and the escape term unchanged. A loose majorant is thus a matter of expense, not of accuracy.

Now let $M$ be tight and define the contrast $\kappa=M/\Sigma_{\min}$. For a single absorber at fixed photon energy this is the density ratio. Since $M\le\kappa\Sigma(s)$,

$$
N\le\kappa\int_0^L\Sigma T\,ds=\kappa\left[1-e^{-\tau(L)}\right].
$$

Adding the escape term and using $\kappa\ge1$ gives $D\le\kappa$. At least one draw is needed, so

$$
1\le D\le\kappa. \tag{6}
$$

If $\Sigma_{\min}=0$ the upper bound is empty, but in a finite body (4) still gives $N\le ML$.

For two materials with cross sections $M$ and $M/\kappa$, let $p$ be the fraction of $\ell$ spent in the dense one. The interaction probability per flight is

$$
P=\int_0^L\Sigma T\,ds=Mp\ell+\frac{M}{\kappa}(1-p)\ell .
$$

Dividing $N=M\ell$ by $P$ and multiplying numerator and denominator by $\kappa$ gives the number of tentative points per real interaction:

$$
\frac NP=\frac{1}{p+(1-p)/\kappa}=\frac{\kappa}{1+p(\kappa-1)}. \tag{7}
$$

This is not yet a cost as a function of $\kappa$ alone, because $p$ generally changes with $\kappa$. The geometry has to be specified.

## A layered medium, solved in full

Take an infinite periodic stack. The photon enters a light layer of thickness $b$ and cross section $M/\kappa$, followed by a dense layer of thickness $d$ and cross section $M$. Their optical thicknesses are $\tau_1=Mb/\kappa$ and $\tau_2=Md$. The first period contributes to (4)

$$
M\int_0^b e^{-Ms/\kappa}ds+e^{-\tau_1}M\int_0^d e^{-Mu}du
=\kappa(1-e^{-\tau_1})+e^{-\tau_1}(1-e^{-\tau_2}).
$$

Each later period contributes the same amount times a further factor $e^{-\tau_1-\tau_2}$, the probability of crossing one period. The geometric series gives

$$
N(\kappa)=\frac{\kappa(1-e^{-\tau_1})+e^{-\tau_1}(1-e^{-\tau_2})}
{1-e^{-\tau_1-\tau_2}}. \tag{8}
$$

At $\kappa=1$ the numerator equals the denominator and $N=1$. Three limits show how differently contrast can act.

**Dense material fixed, light material thinned.** Here $M$, $b$ and $d$ stay fixed as $\kappa\to\infty$. Then $\tau_1\to0$ and $\kappa(1-e^{-Mb/\kappa})\to Mb$, so

$$
N\to1+\frac{Mb}{1-e^{-Md}}. \tag{9}
$$

The cost has a finite ceiling. An emptied gap receives $Mb$ tentative points on average per crossing, and $1/(1-e^{-Md})$ gaps are crossed on average before a dense layer stops the photon. The ceiling is approached from below, since thinning the light layers raises $T$ everywhere beyond the entrance.

**Light material fixed, dense material made denser.** Now $\Sigma_{\rm light}$ is fixed and $M=\kappa\Sigma_{\rm light}$. Thus $\tau_1=\Sigma_{\rm light}b$ is constant, while $\tau_2=\kappa\Sigma_{\rm light}d$ grows. Once $e^{-\tau_2}$ is negligible,

$$
N\simeq\kappa(1-e^{-\tau_1})+e^{-\tau_1}. \tag{10}
$$

The relative error of (10) is of order $e^{-\tau_2}$; its constant term is meaningful only when $\kappa e^{-\tau_2}\ll1$ as well. The cost grows linearly without limit. Its slope is the probability of interacting in the first light layer, where a majorant set by the dense material forces many rejections.

**Optically thin layers.** For $\tau_1,\tau_2\ll1$, expand (8) to first order. The numerator becomes $\kappa\tau_1+\tau_2=M(b+d)$ and the denominator $M(b/\kappa+d)$. With the dense volume fraction $f=d/(b+d)$,

$$
N\to\frac{b+d}{b/\kappa+d}=\frac{\kappa}{1+f(\kappa-1)}. \tag{11}
$$

This is (7) with $p=f$: a photon that crosses many periods samples the materials by volume. The cost grows as $\kappa$ while $f\kappa\ll1$ and levels off at $1/f$, as long as the layers remain thin.

## Worked example: 1 MeV photons in electron layers

The model contains free electrons at rest and Compton scattering at tree level. It omits photoelectric absorption, pair production and electron binding. The input is the Klein–Nishina differential cross section

$$
\frac{d\sigma}{d\Omega}=\frac{r_e^2}{2}q^2\left(q+\frac1q-\sin^2\theta\right),\quad
q=\frac{1}{1+(E/m_ec^2)(1-\cos\theta)},
$$

where $r_e$ is the classical electron radius, $E$ the photon energy, $\theta$ the scattering angle and $q$ the ratio of outgoing to incoming photon energy. Numerical integration over all directions gives $\sigma=2.112\times10^{-25}$ cm² at 1 MeV. With $10^{24}$ electrons per cm³ in the dense layers, $M=0.2112$ cm⁻¹. For $b=20$ cm and $d=2$ cm, $Mb=4.224$ and $Md=0.4224$.

At $\kappa=100$, $\tau_1=0.04224$, and (8) becomes

$$
N=\frac{100(0.04136)+0.9586(0.3445)}{0.3716}=12.02 .
$$

The full series, with the dense material fixed, is:

| $\kappa$ | $N$ |
|---:|---:|
| 1 | 1.00 |
| 10 | 6.44 |
| 100 | 12.02 |
| 1000 | 13.13 |
| 10000 | 13.25 |

The ceiling (9) is $1+4.224/0.3445=13.26$. Raising the contrast from 100 to 10000 thus adds only about 10% to the cost, relative to its value at 100.

Direct simulation of 200000 flights per row tested both claims. The mean counts agreed with (8) within 4.5 standard errors. The largest gap between the sampled and physical cumulative distributions was 0.00231 in the worst row, below the acceptance limit of 0.00492. A separate calculation without random numbers confirmed (3) for a smoothly varying $\Sigma$.

The thin-layer limit was tested at $\kappa=100$ with both thicknesses reduced a thousandfold. The cost was 10.002, against 10.000 from (11) with $f=1/11$.

Linear growth appears in a second, dimensionless stack with $\Sigma_{\rm light}b=0.5$ and $\Sigma_{\rm light}d=0.05$. At $\kappa=1000$ the cost is 394.08, in agreement with (10). At $\kappa=10$ it is 6.60, while (10) gives 4.54. There $\tau_2=0.5$, so the dense layer is not opaque and the condition for (10) fails.

Finally, cut the first stack after five periods, at 110 cm, with $\kappa=100$. The mean path is 51.33 cm and the escape probability 0.0980, so

$$
D=0.2112\times51.33+0.098=10.94 .
$$

The dense layers hold 7.4% of the mean path but 9.1% of the volume. In every period the dense layer comes second, where fewer photons survive. Equation (7) gives $100/(1+0.07395\times99)=12.02$ tentative points per real interaction, the same as in the infinite stack. This equality has a reason. After a whole number of periods a surviving photon faces the original infinite stack again, so $N_\infty=N_L+e^{-\tau(L)}N_\infty$. Hence $N_L/[1-e^{-\tau(L)}]=N_\infty$, and the denominator is $P$.

## Guidance for setting the majorant

**In the accept-or-reject scheme above, never set it too low.** (Weighted variants, which multiply a photon weight by $1-\Sigma/M'$ at each tentative point and allow it to become negative, can remain unbiased below the maximum of $\Sigma$; they are a different algorithm and are not treated here.) Suppose the chosen value $M'$ is below $\Sigma$ somewhere. An acceptance probability cannot exceed one, so real interactions occur at the rate

$$
M'\min\left(1,\frac{\Sigma}{M'}\right)=\min(\Sigma,M').
$$

The proof above then applies with $\min(\Sigma,M')$ in place of $\Sigma$: the program samples a different medium, in which the cross section of the densest parts is lowered to $M'$. For the first stack at $\kappa=10$, halving the tight majorant raises the mean interaction depth from 30.5 to 37.3 cm, an error of 22% relative to the true value. The simulation followed the capped law and failed to match the true one. More flights reduce the statistical noise but not this bias.

**A safety margin is affordable.** In the same stack, doubling the tight majorant raised $N$ from 6.44 to 12.87, and the sampled distribution still passed the test. If the maximum of $\Sigma$ is known only approximately, use an upper bound. Reporting every tentative point with $\Sigma>M'$ is useful, but the absence of reports is no proof: a small dense region may not have been visited.

**Match the majorant to the photon energy.** The condition must hold at the energy of the current flight. After a scattering event, use a bound for the new energy, or one that covers all energies reached in the history. In the Compton model above, $\sigma$ rises as the photon loses energy, by a factor of 1.91 after backscattering from 1 MeV to 0.2035 MeV, so the tight 1 MeV value is no longer a majorant after a scatter.

**Judge the cost by path, not by contrast alone.** A large $\kappa$ is tolerable when dense material takes a fair share of the flight path, as (7) shows. The two terms of $P$ are the interaction probabilities $P_{\rm dense}=Mp\ell$ and $P_{\rm light}=M(1-p)\ell/\kappa$, so $N=M\ell=P_{\rm dense}+\kappa P_{\rm light}$. The second term, $\kappa P_{\rm light}=M(1-p)\ell$, is the mean number of tentative points in light material. Since $P_{\rm dense}\le1$, a high cost with a tight majorant comes from this term: dense material sets $M$, while the photon travels a distance of many times $1/M$ through light material. At large $\kappa$ this can happen even when very few of the real interactions occur there.

**Consider local majorants in that case.** Divide the ray into segments $(a_j,a_{j+1})$, each with its own majorant $M_j$. When a step would cross a segment boundary, stop there and draw a new step with the next majorant. Each segment then obeys the finite-length result, and survival probabilities multiply, so the sampling remains exact. A segment is entered with probability $T(a_j)$. Applying (5) to each segment, weighted by this probability, gives

$$
D=\sum_j\left[M_j\int_{a_j}^{a_{j+1}}T\,ds+T(a_{j+1})\right].
$$

Lowering the majorant from $M$ to $M_j$ saves $(M-M_j)\int_{a_j}^{a_{j+1}}T\,ds$ draws in that segment, while each added internal boundary costs $T$ at its position. The division reduces the number of draws when the total saving exceeds the total boundary cost. With one segment per layer, this fails if the light layers are thinner than $1/M$, because each then saves less than the boundary at its far end costs. Being thicker than $1/M$ is not enough either. In the periodic stack each period adds two boundaries; at large $\kappa$ a period saves $Mb$ draws and costs $1+e^{-Md}$, both per photon entering it, so the division pays only for $Mb>1+e^{-Md}$. Finding the boundaries also takes time, which this count leaves out.

The numerical output below lists the simulated means, their standard errors and the distribution distances.

## Computed values

```
photon energy: 1.0 MeV
Compton cross section per electron: 2.11208e-25 cm^2
dense electron density: 1.0e+24 cm^-3
dense cross section = tight majorant M: 0.211208 cm^-1
light thickness b: 20.0 cm; dense thickness d: 2.0 cm
M b: 4.22416; M d: 0.42242 (dimensionless)
recursion: max error of rejection-resolved density: 3.7e-08 (units of M)
recursion: max error of tentative density: 1.0e-07 (units of M)
photons per simulation: 200000; KS limit: 0.00492
infinite stack, dense fixed: kappa | N formula | N simulated | std error | KS distance
       1 | 1.0000 | 1.0000 | 0.0000 | 0.00121
      10 | 6.4366 | 6.4412 | 0.0115 | 0.00111
     100 | 12.0180 | 12.0176 | 0.0214 | 0.00115
    1000 | 13.1250 | 13.1441 | 0.0233 | 0.00193
   10000 | 13.2467 | 13.2260 | 0.0235 | 0.00231
ceiling of N for kappa to infinity: 13.2603
thin layers, kappa 100, thickness factor 1e-03: N = 10.0019
thin-layer limit: dense volume fraction 0.09091, N = 10.0000
light fixed: Sigma_light b = 0.5, Sigma_light d = 0.05
light fixed: kappa | N by quadrature | linear law
     10 | 6.6021 | 4.5412
    100 | 40.1133 | 39.9535
   1000 | 394.0760 | 394.0759
finite stack: kappa 100, 5 periods, length 110.0 cm
finite stack: optical depth 2.32329, mean flight path 51.3276 cm
escape probability: formula 0.09795, simulated 0.09780 +- 0.00066
draws per flight: formula 10.9387, simulated 10.9382 +- 0.0155
fraction of mean path in dense layers: 0.07395
tentative per real collision: formula 12.0180, simulated 12.0155 +- 0.0225
majorant 2M, kappa 10: N formula 12.8731, simulated 12.8529 +- 0.0239
majorant 2M: KS distance 0.00173
majorant M/2, kappa 10: KS distance to true law 0.10044, to capped law 0.00174
mean collision depth: true 30.4750 cm, capped law 37.2751 cm
mean collision depth simulated with M/2: 37.2928 +- 0.0782 cm
```
